# Barrier Height for One Ampere per Square Centimetre of Thermionic Leakage

At 300 K, a barrier of about 0.42 eV holds the thermionic current density to 1 A/cm². The barrier \(\phi\) is measured from the Fermi level of the emitting electrode to the highest point of the barrier. The result follows from Richardson's law with the free-electron prefactor,

\[
J=AT^2e^{-\phi/kT},\qquad
\phi=kT\ln\frac{AT^2}{J},\qquad
A=\frac{emk^2}{2\pi^2\hbar^3}.
\]

Here \(e>0\) is the elementary charge, \(m\) the free-electron mass and \(k\) Boltzmann's constant. The law counts electrons that pass over the barrier. Electrons that tunnel through it come in addition, so if the free-electron prefactor applies, every electron above the top is transmitted and the bias is several \(kT/e\), so that the return flow is negligible, 0.42 eV is a necessary height for a gate oxide at this leakage level and not a sufficient one.

## The estimate in powers of ten

Consider the electrons at the top of the barrier, where their kinetic energy is only the part of their energy that exceeds the top. There they behave as a dilute thermal gas with speeds of order \(\sqrt{kT/m}\). Their momenta spread over a range of order \(\sqrt{mkT}\) in each direction, so the density of available states is of order \((mkT)^{3/2}/\hbar^3\). Each state is occupied with a probability of order \(e^{-\phi/kT}\). Charge times density times speed gives

\[
J\sim e\,\frac{(mkT)^{3/2}}{\hbar^3}\sqrt{\frac{kT}{m}}\;e^{-\phi/kT}
=\frac{em(kT)^2}{\hbar^3}\,e^{-\phi/kT}.
\]

This explains the factor \(T^2\): three halves of a power come from the density of states and one half from the speed. The numerical factor \(1/(2\pi^2)\) is missing, and the derivation below supplies it. With it, \(A\approx120\) A/(cm² K²), and at 300 K

\[
AT^2\approx120\times(300)^2\approx10^7\ \text{A/cm}^2 .
\]

The exponential must therefore remove seven powers of ten. One power of ten costs \(kT\ln10\approx0.06\) eV, so the barrier must be about \(7\times0.06=0.42\) eV.

The estimate is robust because the prefactor enters through its logarithm. Even the cruder version without \(1/(2\pi^2)\), whose prefactor is about 20 times too large, would raise the answer by only \(kT\ln(2\pi^2)\approx0.08\) eV.

## Derivation of the current

Let the emitter be in equilibrium, with a parabolic band whose bottom is the zero of energy. Its Fermi level is \(\mu\), and the top of the barrier lies at \(\mu+\phi\). The \(z\) axis points from the emitter into the oxide.

Three assumptions fix the crossing condition. The interface is smooth, so the transverse wavevector is conserved. The mass is the same on both sides, so the transverse energy is also unchanged. Finally, an electron is transmitted with probability one if its normal energy \(E_z=\hbar^2k_z^2/2m\) exceeds \(\mu+\phi\), and with probability zero otherwise.

A volume \(d^3k\) of wavevector space holds \(2\,d^3k/(2\pi)^3\) states per unit volume, the 2 counting spin. Each occupied state carries charge at the normal velocity \(v_z=\hbar k_z/m\). The magnitude of the emitted current density is

\[
J=e\int_{k_z>0,\;E_z>\mu+\phi}\frac{2\,d^3k}{(2\pi)^3}\,\frac{\hbar k_z}{m}\,f,
\qquad
f=\frac{1}{1+e^{(E_z+E_\perp-\mu)/kT}} ,
\]

where \(E_\perp=\hbar^2k_\perp^2/2m\). Now change from wavevectors to energies. From the definitions of \(E_z\) and \(E_\perp\),

\[
\frac{\hbar k_z}{m}\,dk_z=\frac{dE_z}{\hbar},
\qquad
d^2k_\perp=2\pi k_\perp dk_\perp=\frac{2\pi m}{\hbar^2}\,dE_\perp .
\]

The velocity has cancelled the one-dimensional density of states. The constants combine to

\[
e\cdot\frac{2}{8\pi^3}\cdot\frac{2\pi m}{\hbar^2}\cdot\frac1\hbar
=\frac{em}{2\pi^2\hbar^3}.
\]

Let \(E=E_z-\mu\) be the normal energy measured from the Fermi level. The transverse integral is elementary, because \(f\) is the derivative with respect to \(E_\perp\) of \(-kT\ln[1+e^{-(E+E_\perp)/kT}]\). This function vanishes at the upper limit, so

\[
\int_0^\infty f\,dE_\perp=kT\ln\!\left(1+e^{-E/kT}\right),
\]

and

\[
J=\frac{emkT}{2\pi^2\hbar^3}\int_\phi^\infty
\ln\!\left(1+e^{-E/kT}\right)dE .
\]

The Fermi energy \(\mu\) has disappeared. In this model the depth of the occupied band has no influence on the emission at given \(\phi\).

For positive \(\phi\), expand the logarithm as \(\ln(1+y)=y-y^2/2+\dots\) with \(y=e^{-E/kT}\), and integrate term by term:

\[
\int_\phi^\infty\ln\!\left(1+e^{-E/kT}\right)dE
=kT\left(e^{-\phi/kT}-\frac{e^{-2\phi/kT}}{4}+\dots\right).
\]

The first term gives Richardson's law. The second is smaller by the factor \(e^{-\phi/kT}/4\). At the barrier sought, \(e^{-\phi/kT}=J/(AT^2)\approx10^{-7}\), so the correction is a few parts in \(10^8\).

The opposite limit shows where the exponential law fails. For \(\phi\to0\) the bracket becomes \(1-\tfrac14+\tfrac19-\dots=\pi^2/12\approx0.82\), whereas Richardson's law would give 1. The law then overestimates the current of this model by about 22 percent, because it ignores the limit of one electron per state.

## The required barrier

Dividing \(J=AT^2e^{-\phi/kT}\) by \(AT^2\) and taking the logarithm gives \(-\phi/kT=\ln[J/(AT^2)]\), hence \(\phi=kT\ln(AT^2/J)\). At 300 K, with \(J=1\) A/cm²,

\[
AT^2=120.17\times(300)^2=1.082\times10^7\ \text{A/cm}^2,
\]

\[
\phi=0.025852\ \text{eV}\times16.197=0.419\ \text{eV},
\]

or \(6.71\times10^{-20}\) J. A barrier of 0.42 eV gives 0.95 A/cm². As a test, the original integral over wavevectors was evaluated with Fermi–Dirac occupation and solved for the barrier by root search. It gives the same 0.419 eV.

The third digit should not be taken as a property of a real interface. Changing the prefactor by a factor of two, for instance through a different effective mass or partial reflection, moves the required barrier by \(kT\ln2=0.018\) eV. A factor of ten, whether in the permitted current or in the prefactor of a material with a very light effective mass, moves it by 0.060 eV.

Temperature matters more. The same 0.419 eV barrier passes about 102 A/cm² at 400 K. Of this increase, the factor \(T^2\) supplies only \((400/300)^2\approx1.8\); the exponential supplies the remaining factor of about 57. To hold 1 A/cm² at 400 K the barrier must be 0.578 eV. This is slightly more than \(4/3\) of the value at 300 K, because the logarithm also grows with \(T\).

## Return current at small bias

The law so far describes emission in one direction. Let the collector's Fermi level lie below that of the emitter by \(w=eV_b\), where \(V_b\) is the bias, and let the barrier top stay fixed relative to the emitter. Seen from the collector, the top is then \(\phi+w\) high. The same derivation applies to the return flow, so

\[
J_{\rm net}=AT^2e^{-\phi/kT}-AT^2e^{-(\phi+w)/kT}
=J\left(1-e^{-w/kT}\right).
\]

At zero bias the two flows cancel, as equilibrium demands. For \(w\ll kT\) the net current is \(Jw/kT\), proportional to the bias. For \(w\gg kT\) it saturates at \(J\). A bias of 0.1 V already gives 0.979 of the saturated value, so the one-way formula is adequate there. At smaller bias a lower barrier holds the net current to 1 A/cm², about 0.39 eV at 10 mV.

## Which barrier height is meant

The height \(\phi\) in the exponent is that of the actual maximum. An electron in the oxide is attracted by the charge it induces in the electrode, and this lowers the maximum.

Treat the electrode as an ideal conductor and the oxide as a uniform dielectric of permittivity \(\varepsilon\). An electron at distance \(x\) has an image at distance \(2x\) from it, so the attractive force is \(e^2/[4\pi\varepsilon(2x)^2]=e^2/(16\pi\varepsilon x^2)\). Integrating the force from \(x\) to infinity gives the energy \(-e^2/(16\pi\varepsilon x)\). An oxide field of magnitude \(F\), directed so as to pull electrons away from the emitter, adds \(-eFx\). If \(\phi_0\) is the barrier without either term,

\[
U(x)=\phi_0-\frac{e^2}{16\pi\varepsilon x}-eFx .
\]

At the maximum the derivative vanishes:

\[
\frac{e^2}{16\pi\varepsilon x_m^2}=eF
\quad\Rightarrow\quad
x_m=\sqrt{\frac{e}{16\pi\varepsilon F}} .
\]

Multiplying the first equation by \(x_m\) shows that both lowering terms equal \(eFx_m\) there. The total lowering is therefore

\[
\Delta=2eFx_m=\sqrt{\frac{e^3F}{4\pi\varepsilon}},
\qquad \phi=\phi_0-\Delta .
\]

The permittivity needed here describes the response during the electron's passage. The example assumes that the electrons of the oxide follow and its ions do not, with a fast relative permittivity of 4. For a field of 0.1 V/nm the maximum lies at \(x_m=0.95\) nm, and

\[
\Delta=2\times0.1\times0.949\ \text{eV}=0.190\ \text{eV}.
\]

The barrier before lowering must then be \(0.419+0.190=0.608\) eV, with rounding at the last step. If \(\phi_0\) were only 0.419 eV, this field would multiply the thermionic current by \(e^{0.190/0.0259}\), roughly 1500. The formula assumes a single interface, so it is doubtful when \(x_m\) is not small compared with the film thickness.

## What this asks of the oxide gap

A gate oxide may have to block both electrons and holes. Let its band gap be \(E_{\rm ox}\), that of the semiconductor \(E_s\), and the conduction- and valence-band offsets \(D_c\) and \(D_v\). With the semiconductor gap lying inside the oxide gap,

\[
E_{\rm ox}=E_s+D_c+D_v .
\]

The offset \(D_c\) equals the electron barrier when the Fermi level is at the conduction-band edge, and \(D_v\) equals the hole barrier when it is at the valence-band edge. If the device can reach both conditions, and if holes are given the same prefactor, both offsets must be at least \(\phi\):

\[
E_{\rm ox}\ge E_s+2\phi .
\]

Equality requires equal offsets. If they differ by \(\delta=|D_c-D_v|\), the smaller one is \((E_{\rm ox}-E_s-\delta)/2\), and the minimum gap rises to \(E_s+2\phi+\delta\).

For a model semiconductor gap of 1 eV, the floor is \(1+2\times0.419=1.84\) eV. If both barriers were lowered as much as at the ideal conductor above, it would be \(1+2\times0.608=2.22\) eV. A semiconductor acting as a dielectric of permittivity \(\varepsilon_s\) screens less completely than an ideal conductor: the image charge is reduced by the factor \((\varepsilon_s-\varepsilon)/(\varepsilon_s+\varepsilon)\). If \(\varepsilon_s>\varepsilon\), the lowering is smaller but still positive, and the floor lies between these two values.

This is where permittivity and band gap compete. A film of relative permittivity \(\varepsilon_r\) and thickness \(d\) has capacitance \(\varepsilon_0\varepsilon_r/d\) per unit area, so a larger \(\varepsilon_r\) allows a thicker film at equal capacitance. Among oxides, however, high permittivity tends to come with a smaller gap, which leaves less room for the offsets. At given \(\phi\), Richardson's law contains no thickness. As long as scattering in the oxide is neglected, as it is here, extra thickness therefore cannot repair a barrier that is too low for thermionic emission. It does reduce the image-force lowering, because the field at a given voltage is smaller and because the second electrode is farther away. Between two ideal conductors the top is lowered by \(e^2\ln2/(4\pi\varepsilon d)\) even at zero field, 0.125 eV for a 2 nm film with relative permittivity 4. Its main benefit is against tunnelling.

## Comparison with tunnelling

To see what the thermionic count omits, take a barrier that falls linearly from \(\phi\) at the emitter to \(\phi-w\) at the collector, across a film of thickness \(d\). Image forces are left out, and the free mass is used in the oxide. For an electron of normal energy \(E<\phi\), the WKB transmission is \(e^{-S}\), with

\[
S=\frac{2\sqrt{2m}}{\hbar}\int\sqrt{\phi-\frac{wx}{d}-E}\;dx
\]

taken over the forbidden region. Substitute \(y=\phi-wx/d-E\), so that \(dx=-(d/w)\,dy\). The variable starts at \(a=\phi-E\) and ends at \(b=\max(a-w,0)\); the value zero applies when the electron emerges into the oxide conduction band before reaching the collector. Since \(\int\sqrt y\,dy=\tfrac23y^{3/2}\),

\[
S=\frac{4d\sqrt{2m}}{3\hbar w}\left(a^{3/2}-b^{3/2}\right).
\]

The transverse integration is the same as before. Subtracting the supply of the collector from that of the emitter gives

\[
J_{\rm tun}=\frac{emkT}{2\pi^2\hbar^3}\int_{-\infty}^{\phi}
\ln\!\left[\frac{1+e^{-E/kT}}{1+e^{-(E+w)/kT}}\right]e^{-S}\,dE .
\]

The lower limit stands for the band bottom. It is taken to lie at least 1 eV below the Fermi level, as in a typical metal, and its exact position then has no visible effect on the currents given here. With \(\phi=0.419\) eV, a bias of 0.1 V and 300 K, the net thermionic current is 0.98 A/cm². The tunnelling currents are:

- 2 nm film: about 300 A/cm², some 300 times the thermionic current.
- 3 nm film: about 3.2 A/cm², some 3 times the thermionic current.
- 5 nm film: about 1.3 A/cm², still slightly above the thermionic current.

The fall is steep from 2 to 3 nm and slow from 3 to 5 nm. The reason can be read from the integral. At fixed bias the supply does not depend on \(d\), and \(S=s(E)\,d\) is proportional to \(d\). Differentiating the logarithm of the current gives

\[
-\frac{d\ln J_{\rm tun}}{dd}=\langle s\rangle ,
\]

where the average is weighted by each energy's share of the tunnelling current. The numbers above give a mean \(\langle s\rangle\) of \(\ln(295.5/3.191)\approx4.5\) per nm between 2 and 3 nm, but only \(\tfrac12\ln(3.191/1.327)\approx0.44\) per nm between 3 and 5 nm. Since \(s\) increases with the depth \(a\) below the barrier top and vanishes at the top, the current has shifted towards energies near the top. In the thicker films it is carried largely by thermally excited electrons that tunnel through the thin upper part of the barrier.

For such electrons \(S\) is not large, and the WKB transmission is then unreliable. The 5 nm result therefore shows that tunnelling and emission over the top are comparable, and its precise ratio has little meaning. The 2 nm result is clearer: there the current is set by tunnelling, and the 0.42 eV criterion says little about the total leakage.

At 5 nm the two contributions add to about 2.3 A/cm² in this model. Reflection at abrupt interfaces, which the model leaves out, can bring the sum below 1 A/cm². The 5 nm figures therefore do not decide whether a total limit of 1 A/cm² needs a barrier slightly above or slightly below 0.42 eV. For the 2 nm film the estimated excess is a factor of about 300. Reflection changes this factor but does not remove the excess, so the barrier must be much higher. All of these tunnelling figures use the free mass in the oxide, and they are very sensitive to that choice because \(S\) scales as the square root of the mass. The same WKB model with conserved transverse wavevector and an oxide mass of \(0.5m\) gives tunnelling currents of roughly 8000, 70 and 1 A/cm² at 2, 3 and 5 nm, against a thermionic current of about 0.5 A/cm². With \(0.2m\) it gives roughly \(1.5\times10^5\), 5500 and 13 A/cm², against about 0.2 A/cm². For an oxide with a light mass, tunnelling therefore dominates even at 5 nm, and the barrier must lie above 0.42 eV. The free-mass values are listed in the numerical output.

## Computed results

```
Temperature: 300 K
Target current density: 1.0 A/cm^2
Thermal energy kT: 0.025852 eV
Free-electron Richardson constant A: 120.173 A/(cm^2 K^2)
Prefactor A T^2: 1.0816e+07 A/cm^2
ln(A T^2/J): 16.1965
Required barrier, formula: 0.41871 eV
Required barrier, direct integral: 0.41871 eV
Required barrier, formula: 6.7085e-20 J
J at 0.42 eV, formula: 0.9514 A/cm^2
J at 0.42 eV, direct: 0.9514 A/cm^2
Barrier cost of one decade: 0.05953 eV
Barrier cost of factor two: 0.01792 eV
Higher temperature: 400 K
Required barrier at higher temperature: 0.57811 eV
J at higher temperature, same 300 K barrier: 101.95 A/cm^2
Bias: 0.10 V
Net-flow factor at this bias: 0.97910
Net thermionic current: 0.97910 A/cm^2
Oxide field: 0.10 V/nm
Fast relative permittivity: 4.0
Image-force lowering: 0.1897 eV
Distance of barrier maximum: 0.9487 nm
Required barrier before lowering: 0.6084 eV
Model semiconductor gap: 1.00 eV
Oxide gap floor, no image force: 1.8374 eV
Oxide gap floor, with image force: 2.2169 eV
WKB tunnelling current, 2 nm film: 295.5 A/cm^2
  ratio to net thermionic current: 301.8
WKB tunnelling current, 3 nm film: 3.191 A/cm^2
  ratio to net thermionic current: 3.259
WKB tunnelling current, 5 nm film: 1.327 A/cm^2
  ratio to net thermionic current: 1.355
```
